# The Bethe Sum Rule for Generalized Oscillator Strengths, Derived Twice: a program that tests the result

```python
"""
Result under test: for N nonrelativistic electrons in a local potential,
    (1/2) sum_n [f_n(q) + f_n(-q)] = N   for every momentum transfer q != 0,
    f_n(q) = 2 (E_n - E_0) |<n| rho_q |0>|^2 / q^2,  rho_q = sum_j exp(i q.r_j).
The sum includes the continuum. With time reversal symmetry the sums for q
and -q are equal. Hartree atomic units are used inside the program.
Tests: symbolic double commutator; two interacting electrons on a ring with
flux; a hydrogenic electron by radial diagonalization in a large box.
Z is the effective charge, K = q/Z the scaled momentum transfer, F the
elastic form factor, p the momentum of the incident electron.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve_triangular
from scipy.special import spherical_jn

# ---------- symbolic double commutator for two interacting electrons ----------
x, y = sp.symbols("x y", real=True)
qs = sp.symbols("q", positive=True)
psi = sp.Function("psi")(x, y)
pot = sp.Function("V")(x, y)


def ham(g):
    return -(sp.diff(g, x, 2) + sp.diff(g, y, 2)) / 2 + pot * g


rho_s = sp.exp(sp.I * qs * x) + sp.exp(sp.I * qs * y)
rho_c = sp.exp(-sp.I * qs * x) + sp.exp(-sp.I * qs * y)
double = (rho_c * ham(rho_s * psi) - ham(rho_c * rho_s * psi)
          - rho_s * rho_c * ham(psi) + rho_s * ham(rho_c * psi))
assert sp.simplify(sp.expand(double - 2 * qs**2 * psi)) == 0
single = ham(rho_s * psi) - rho_s * ham(psi)
expected = sum(sp.exp(sp.I * qs * s)
               * (-sp.I * qs * sp.diff(psi, s) + qs**2 * psi / 2)
               for s in (x, y))
assert sp.simplify(sp.expand(single - expected)) == 0

# ---------- two interacting electrons on a ring of unit radius ----------
m_max = 10
m = np.arange(-m_max, m_max + 1)
step = np.eye(len(m), k=-1)            # exp(i theta): m -> m + 1
one = np.eye(len(m))


def ring_states(flux):
    h1 = np.diag((m + flux)**2 / 2).astype(complex)
    h1 += 0.6 * (step + step.T) / 2
    h1 += 0.4 * (step @ step - step.T @ step.T) / 2j
    pair = np.kron(step, step.T)
    h2 = np.kron(h1, one) + np.kron(one, h1) + 0.5 * (pair + pair.T) / 2
    return eigh(h2)


def ring_strengths(states, q, initial=0):
    energy, vec = states
    shift = np.linalg.matrix_power(step if q > 0 else step.T, abs(q))
    rho = np.kron(shift, one) + np.kron(one, shift)
    amp = vec.conj().T @ (rho @ vec[:, initial])
    return 2 * (energy - energy[initial]) * abs(amp)**2 / q**2


ring_flux = 0.2
with_flux, no_flux = ring_states(ring_flux), ring_states(0.0)
ring_rows = []
for q in (1, 2):
    plus = ring_strengths(with_flux, q).sum()
    minus = ring_strengths(with_flux, -q).sum()
    real_plus = ring_strengths(no_flux, q).sum()
    real_minus = ring_strengths(no_flux, -q).sum()
    assert abs((plus + minus) / 2 - 2) < 1e-7
    assert abs(plus - minus) > 1e-3
    assert abs(real_plus - 2) < 1e-7 and abs(real_minus - 2) < 1e-7
    ring_rows.append((q, plus, minus, (plus + minus) / 2, real_plus))
exc_p = ring_strengths(with_flux, 1, 3)
exc_m = ring_strengths(with_flux, -1, 3)
excited_average = (exc_p.sum() + exc_m.sum()) / 2
excited_negative = (exc_p[exc_p < 0].sum() + exc_m[exc_m < 0].sum()) / 2
assert abs(excited_average - 2) < 1e-6 and excited_negative < -1e-4

# ---------- hydrogenic electron, scaled to unit charge, in a radial box ----------
box, n_basis, n_nodes, l_max = 100.0, 240, 300, 25
nodes, weights = legendre.leggauss(n_nodes)
r = box * (1 + nodes) / 2
root_w = np.sqrt(weights * box / 2)[:, None]
P = legendre.legvander(nodes, n_basis + 1)
k_index = np.arange(n_basis)
scale = 1 / np.sqrt(4 * k_index + 6)
values = root_w * (P[:, :n_basis] - P[:, 2:n_basis + 2]) * scale
slopes = -root_w * P[:, 1:n_basis + 1] * (2 * k_index + 3) * scale * 2 / box
B, tri = np.linalg.qr(values)          # orthonormal radial functions
D = solve_triangular(tri, slopes.T, trans="T").T
kinetic = D.T @ D / 2


def radial_h(l):
    v = l * (l + 1) / (2 * r**2) - 1 / r
    h = kinetic + B.T @ (v[:, None] * B)
    return (h + h.T) / 2


blocks = [eigh(radial_h(l)) for l in range(l_max + 1)]
ground_energy = blocks[0][0][0]
ground_coeff = blocks[0][1][:, 0]
ground = B @ ground_coeff
assert abs(ground_energy + 0.5) < 1e-6


def spectrum(K, levels, e0):
    """Loss energies and transition probabilities for each partial wave."""
    out = []
    for l, (energy, vec) in enumerate(levels):
        amp = vec.T @ (B.T @ (spherical_jn(l, K * r) * ground))
        out.append((energy - e0, (2 * l + 1) * amp**2))
    return out


def total_strength(spec, K):
    return sum((2 * w * prob).sum() for w, prob in spec) / K**2


def strength_below(spec, K, cut):
    """Cumulative strength, half of each discrete step placed at its energy."""
    result = 0.0
    for w, prob in spec:
        f = 2 * w * prob / K**2
        result += np.interp(cut, w, np.cumsum(f) - f / 2)
    return result


def continuum_integral(K, k_top):
    """Integral of the closed hydrogenic continuum density up to k_top."""
    def density(k):
        W = 1 + k * k
        phase = np.arctan2(2 * k, K * K - k * k + 1)
        den = ((K + k)**2 + 1)**3 * ((K - k)**2 + 1)**3
        den *= 1 - np.exp(-2 * np.pi / k)
        return 2 * k * 128 * W * (K * K + W / 3) * np.exp(-2 * phase / k) / den
    edges = [1e-5] + [e for e in (1.0, 3.0, 8.0) if e < k_top] + [k_top]
    return sum(quad(density, a, b, epsabs=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# ---------- example inputs ----------
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
c_au = 1 / const.fine_structure
ion_ev, beam_ev, nonlocal_ev = 10.0, 80.0, 1.0
Z = np.sqrt(2 * ion_ev / hartree_ev)
p_beam = np.sqrt(2 * beam_ev / hartree_ev)
unit_ev = hartree_ev * Z**2            # energy unit of the scaled problem
lam = nonlocal_ev / unit_ev

# A nonlocal projector on the initial state lowers that level only.
nonlocal_h = radial_h(0) - lam * np.outer(ground_coeff, ground_coeff)
nonlocal_blocks = [eigh(nonlocal_h)] + blocks[1:]
nonlocal_e0 = nonlocal_blocks[0][0][0]

# Momentum-space quadrature for the relativistic kinetic energy.
t, wt = legendre.leggauss(300)
angle = np.pi * (t + 1) / 4
p_grid = Z * np.tan(angle)
p_weight = wt * np.pi / 4 * Z / np.cos(angle)**2
p_weight = p_weight * 32 * Z**5 * p_grid**2 / (np.pi * (p_grid**2 + Z**2)**4)
mu, wmu = legendre.leggauss(40)
assert abs(p_weight.sum() - 1) < 1e-10


def excess_kinetic(p2):
    """Relativistic kinetic energy minus p^2/2, without cancellation."""
    root = np.sqrt(1 + p2 / c_au**2)
    return -p2**2 / (2 * c_au**2 * (1 + root)**2)


rows, neglected = [], []
for q_nm in (5.0, 10.0, 20.0, 40.0):
    q = q_nm * bohr_nm
    K = q / Z
    spec = spectrum(K, blocks, ground_energy)
    total = total_strength(spec, K)
    assert abs(total - 1) < 1e-5
    bound = strength_below(spec, K, 0.5)
    assert abs(total - bound - continuum_integral(K, 80.0)) < 0.003
    assert bound < 0.99                # bound states alone do not exhaust it

    cut = p_beam * q - q**2 / 2
    cos_scan = np.linspace(-1, 1, 2001)
    final_p2 = p_beam**2 + q**2 - 2 * p_beam * q * cos_scan
    assert abs(np.max((p_beam**2 - final_p2) / 2) - cut) < 1e-12
    reach = strength_below(spec, K, cut / Z**2)
    k_top = np.sqrt(2 * cut / Z**2 - 1)
    assert abs(reach - bound - continuum_integral(K, k_top)) < 0.003

    form = 1 / (1 + K**2 / 4)**2
    elastic = spec[0][1][0]
    assert abs(elastic - form**2) < 1e-6
    inelastic = sum(prob.sum() for _, prob in spec) - elastic
    mean_direct = sum((w * prob).sum() for w, prob in spec) / inelastic
    mean_formula = K**2 / 2 / (1 - form**2)
    assert abs(mean_direct / mean_formula - 1) < 1e-5

    nl_spec = spectrum(K, nonlocal_blocks, nonlocal_e0)
    nl_excess = total_strength(nl_spec, K) - total
    assert abs(nl_excess - 2 * lam * (1 - form**2) / K**2) < 1e-5

    p2 = p_grid[:, None]**2
    cross = 2 * q * p_grid[:, None] * mu[None, :]
    second = (excess_kinetic(p2 + q**2 + cross)
              + excess_kinetic(p2 + q**2 - cross) - 2 * excess_kinetic(p2))
    rel = p_weight @ (second @ wmu) / 2 / q**2
    rel_formula = -(q**2 + 10 * Z**2 / 3) / (4 * c_au**2)
    assert abs(rel / rel_formula - 1) < 0.01

    rows.append((q_nm, q, q**2 / 2 * hartree_ev, total, bound, total - bound,
                 1 - form**2, mean_direct * unit_ev, cut * hartree_ev, reach))
    neglected.append((q_nm, nl_excess, rel, q**2 / p_beam**2))

# Rough polymer values: mass density and valence electrons per molar mass.
density_g_cm3, valence_mol_per_g = 1.2, 0.4
n_cm3 = density_g_cm3 * valence_mol_per_g * const.N_A
omega_p = np.sqrt(n_cm3 * 1e6 * const.e**2 / (const.epsilon_0 * const.m_e))
plasma_ev = const.hbar * omega_p / const.e

# ---------- printed results ----------
print("TWO INTERACTING ELECTRONS ON A RING (atomic units, radius 1)")
print(f"flux shift of angular momentum: {ring_flux:.1f}")
print("q | sum(+q) | sum(-q) | average | sum(+q) without flux")
for row in ring_rows:
    print("%d | %.5f | %.5f | %.5f | %.5f" % row)
print(f"excited initial state (fourth level), q=1, average: {excited_average:.5f}")
print(f"  part from downward transitions: {excited_negative:.5f}")
print("HYDROGENIC ELECTRON: INPUTS")
print(f"ionization energy: {ion_ev:.1f} eV")
print(f"effective charge Z: {Z:.4f}")
print(f"incident energy: {beam_ev:.1f} eV")
print(f"incident momentum p: {p_beam:.4f} a.u. = {p_beam / bohr_nm:.2f} nm^-1")
print(f"box: {box / Z * bohr_nm:.2f} nm, radial functions: {n_basis}")
print(f"highest partial wave: {l_max}")
print("STRENGTH (dimensionless)")
print("q (nm^-1) | q (a.u.) | total | below ioniz. | above ioniz.")
for a in rows:
    print(f"{a[0]:.0f} | {a[1]:.4f} | {a[3]:.6f} | {a[4]:.3f} | {a[5]:.3f}")
print("ENERGY TRANSFER")
print("q (nm^-1) | q^2/2 (eV) | inelastic prob. | mean inelastic loss (eV)")
for a in rows:
    print(f"{a[0]:.0f} | {a[2]:.3f} | {a[6]:.4f} | {a[7]:.2f}")
print("REACH OF THE INCIDENT ELECTRON")
print("q (nm^-1) | largest loss (eV) | reachable strength")
for a in rows:
    print(f"{a[0]:.0f} | {a[8]:.2f} | {a[9]:.3f}")
print("NEGLECTED EFFECTS")
print(f"nonlocal level shift: {nonlocal_ev:.1f} eV")
print("q (nm^-1) | nonlocal change | relativistic change | q^2/p^2")
for a in neglected:
    print(f"{a[0]:.0f} | {a[1]:+.4f} | {a[2]:+.2e} | {a[3]:.3f}")
print(f"Born parameter Z/p: {Z / p_beam:.3f}")
print(f"polymer density (rough): {density_g_cm3:.1f} g/cm3")
print(f"valence electrons (rough): {valence_mol_per_g:.1f} mol/g")
print(f"valence electron density: {n_cm3:.2e} cm^-3")
print(f"plasma energy: {plasma_ev:.1f} eV")
print("PASS")
```

Printed output:

```
TWO INTERACTING ELECTRONS ON A RING (atomic units, radius 1)
flux shift of angular momentum: 0.2
q | sum(+q) | sum(-q) | average | sum(+q) without flux
1 | 2.28174 | 1.71826 | 2.00000 | 2.00000
2 | 2.18770 | 1.81230 | 2.00000 | 2.00000
excited initial state (fourth level), q=1, average: 2.00000
  part from downward transitions: -0.12058
HYDROGENIC ELECTRON: INPUTS
ionization energy: 10.0 eV
effective charge Z: 0.8573
incident energy: 80.0 eV
incident momentum p: 2.4248 a.u. = 45.82 nm^-1
box: 6.17 nm, radial functions: 240
highest partial wave: 25
STRENGTH (dimensionless)
q (nm^-1) | q (a.u.) | total | below ioniz. | above ioniz.
5 | 0.2646 | 1.000000 | 0.486 | 0.514
10 | 0.5292 | 1.000000 | 0.306 | 0.694
20 | 1.0584 | 1.000000 | 0.058 | 0.942
40 | 2.1167 | 1.000000 | 0.001 | 0.999
ENERGY TRANSFER
q (nm^-1) | q^2/2 (eV) | inelastic prob. | mean inelastic loss (eV)
5 | 0.952 | 0.0898 | 10.60
10 | 3.810 | 0.3051 | 12.49
20 | 15.240 | 0.7251 | 21.02
40 | 60.960 | 0.9754 | 62.50
REACH OF THE INCIDENT ELECTRON
q (nm^-1) | largest loss (eV) | reachable strength
5 | 16.51 | 0.791
10 | 31.11 | 0.914
20 | 54.59 | 0.935
40 | 78.71 | 0.638
NEGLECTED EFFECTS
nonlocal level shift: 1.0 eV
q (nm^-1) | nonlocal change | relativistic change | q^2/p^2
5 | +0.0943 | -3.35e-05 | 0.012
10 | +0.0801 | -3.63e-05 | 0.048
20 | +0.0476 | -4.75e-05 | 0.190
40 | +0.0160 | -9.22e-05 | 0.762
Born parameter Z/p: 0.354
polymer density (rough): 1.2 g/cm3
valence electrons (rough): 0.4 mol/g
valence electron density: 2.89e+23 cm^-3
plasma energy: 20.0 eV
PASS
```
